# Why laser light softens and traps the H2+ bond

## The situation

An H$_2^+$ ion sits in a vibrational level of its $\sigma_g$ ground curve, below the energy of separated fragments. Left alone it stays there. In a strong laser pulse it can come apart, although one might expect a level so deep in the well to be safe.

The field-free $\sigma_g$ curve has no barrier: it is a well that rises to the dissociation limit. What a bound level lacks is energy, and absorbed photons can supply it. Energy is not sufficient, though. The nuclei must also reach a place where the electron can change from $\sigma_g$ to the repulsive $\sigma_u$ state. The field changes the obstacle at that place, and this can free one packet and hold another.

## The model

I use atomic units ($\hbar=1$) and put the energy zero at the separated fragments. The axis lies along a linearly polarized classical field $E_0\cos\omega t$. Rotation, ionization and further electronic states are left out.

At large separation the electron sits at $z=+R/2$ or $z=-R/2$, in states $|+\rangle$ and $|-\rangle$. With $|g,u\rangle=(|+\rangle\pm|-\rangle)/\sqrt2$,

$$\langle g|z|u\rangle=\tfrac12\left(\tfrac R2+\tfrac R2\right)=\tfrac R2 .$$

The model keeps this value at all $R$. The electron has charge $-1$, so its field energy is $+E_0z\cos\omega t$ and

$$H=\frac{P^2}{2m}+\begin{pmatrix}V_g&0\\0&V_u\end{pmatrix}+\frac{E_0R}{2}\cos\omega t\;\sigma_x .$$

For numbers I take a model ion with round parameters, which are not data for H$_2^+$:

$$V_{g,u}=D(y^2\mp2y),\qquad y=e^{-a(R-R_0)},$$

with $D=0.1$ hartree, $a=0.7$/bohr, $R_0=2$ bohr, $m=900$ electron masses and $\omega=0.06$ hartree.

## Contribution 1: photons move the curves

Write the state as $\psi=e^{-i\varepsilon t}\sum_n e^{in\omega t}\phi_n$. The time derivative gives $(\varepsilon-n\omega)\phi_n$. Since $\cos\omega t=\frac12(e^{i\omega t}+e^{-i\omega t})$, the field joins neighbouring $n$ and halves the coupling:

$$\varepsilon\phi_n=\left(\frac{P^2}{2m}+V_n+n\omega\right)\phi_n+V(\phi_{n-1}+\phi_{n+1}),\qquad V=\frac{E_0R}{4}.$$

Here $V_n=V_g$ for even $n$ and $V_u$ for odd $n$, because each step changes parity. Negative $n$ counts absorbed photons. The ladder with the opposite assignment is uncoupled from this one.

Dropping $P^2/2m$ gives the dressed curves. Before coupling, $V_g$ meets $V_u-q\omega$ where $V_u-V_g=4Dy=q\omega$, so

$$R_q=R_0+\frac1a\ln\frac{4D}{q\omega}.$$

For $q=1$, $y=0.15$, which gives $R_1=4.71$ bohr and energy $X_1=0.1(0.0225-0.3)=-0.02775$ hartree. For $q=3$, $y=0.45$, which gives $R_3=3.14$ bohr and $X_3=-0.06975$ hartree. For even $q$ the two curves belong to different ladders, so their crossing stays closed.

## Contribution 2: the one-photon gap

Near $R_1$ keep the two channels $V_g$ and $V_u-\omega$, valid for $V\ll\omega$. Their matrix has eigenvalues

$$W_\pm=\frac{V_g+V_u-\omega}{2}\pm\sqrt{\left(\frac{V_u-\omega-V_g}{2}\right)^2+V^2}.$$

At $R_1$ the bracket vanishes and the gap is $2V=E_0R_1/2$, proportional to the square root of the intensity.

To find the barrier top on $W_-$, let $x=R-R_1$ and hold $V$ fixed. From $dy/dR=-ay$, the slopes at the crossing are $V_g'=2aDy(1-y)$ and $V_u'=-2aDy(1+y)$. Their half-sum is $s=-2aDy^2$ and their half-difference has size $f=2aDy$. Thus

$$W_-\simeq X_1+sx-\sqrt{f^2x^2+V^2}.$$

Call the root $r$. At the maximum $s=f^2x/r$, so $f^2x^2=r^2s^2/f^2$ and $r=V/\sqrt{1-s^2/f^2}$. Then $sx-r=r(s^2/f^2-1)$, and since $|s|/f=y$,

$$W_{\rm top}\simeq X_1-V\sqrt{1-y^2}.$$

For $E_0=0.012$, $V=0.012\times4.71/4=0.0141$ and the estimate is $-0.0417$ hartree. The full ladder gives $-0.0416$. This closeness is partly a cancellation. The neglected slope of $V$, $E_0/4=0.003$, is as large as $|s|=0.00315$. Evaluating $W_-$ with $V(R)$ puts the two-channel top at about $-0.0413$ near $R=4.5$ bohr, and the further photon channels lower it again.

## Contribution 3: the three-photon gap

At $R_3$ the channels $n=0$ and $n=-3$ are connected through $n=-1$ and $n=-2$. Measured from $V_g$, with $V_u-V_g=3\omega$, these intermediates lie at $3\omega-\omega=2\omega$ and at $-2\omega$. Setting $\varepsilon\simeq0$ in their equations,

$$-2\omega c_{-1}=V(c_0+c_{-2}),\qquad 2\omega c_{-2}=V(c_{-1}+c_{-3}).$$

To lowest order, the part of $c_{-2}$ driven by $c_{-3}$ is $Vc_{-3}/2\omega$. It produces $c_{-1}=-V^2c_{-3}/4\omega^2$. The term $Vc_{-1}$ in the equation for $c_0$ is therefore an effective coupling $-V^3/4\omega^2$, and

$$\text{gap}_3=\frac{V^3}{2\omega^2},$$

which grows as intensity to the power $3/2$.

The neighbours also shift the levels. Channel $0$ has neighbours $2\omega$ and $4\omega$ above it and moves by $-V^2/2\omega-V^2/4\omega=-3V^2/4\omega$. Channel $-3$ has neighbours $2\omega$ and $4\omega$ below it and moves up equally. Resonance therefore requires

$$V_u-V_g=3\omega-\frac{3V^2}{2\omega},$$

a smaller splitting and hence a larger $R$.

Direct integration over one optical cycle at $V=0.1\omega$ tests these laws. The three-photon gap is $3.006\times10^{-5}$ hartree against $3.000\times10^{-5}$ from the formula; the one-photon gap is $0.01197$ against $0.01200$; the two-photon gap is zero within numerical accuracy.

## Contribution 4: the return to free fragments

Since $V$ grows with $R$, the two-channel curves $W_\pm$ run apart without limit. The full ladder removes this fault. At fixed $R$, leave aside the mean energy $Dy^2$, which tends to zero, and write the splitting as $\Delta=V_u-V_g$:

$$H=-\frac\Delta2\sigma_z+2V\cos\omega t\,\sigma_x .$$

Set $\psi=e^{-i\varphi\sigma_x}\chi$ with $\varphi=(2V/\omega)\sin\omega t$. The derivative of $\varphi$ cancels the field term and leaves

$$H'=-\frac\Delta2\left(\sigma_z\cos2\varphi+\sigma_y\sin2\varphi\right).$$

For $\Delta\ll\omega$, average over a cycle. The sine averages to zero and the cosine to $J_0(4V/\omega)$, so the splitting becomes $\Delta J_0(E_0R/\omega)$. It vanishes with $\Delta$, and the dressed curves end at the fragment energy plus whole numbers of photons. At $E_0R/\omega=1.6$ the numerical reduction factor is $0.4553$, against $J_0=0.4554$.

## Contribution 5: moving nuclei may jump the gap

A gap guides the nuclei if they cross it slowly enough. Let the difference of the two uncoupled energies change at the constant rate $\alpha=uF$, where $u$ is the nuclear speed and $F$ the difference of slopes. With

$$i\dot A=\tfrac{\alpha t}{2}A+VB,\qquad i\dot B=-\tfrac{\alpha t}{2}B+VA,$$

differentiating the first equation and eliminating $B$ gives

$$\ddot A=-\left(\frac{\alpha^2t^2}{4}+V^2+\frac{i\alpha}{2}\right)A .$$

Insert $A\sim e^{-i\alpha t^2/4}t^p$ at large $|t|$. The terms of order $t^0$ give $-i\alpha p=-V^2$, so $p=-iV^2/\alpha$. The other solution, $e^{+i\alpha t^2/4}t^{-1+iV^2/\alpha}$, dies away at large real $|t|$.

Start on $A$ and continue from negative to positive $t$ along a large arc in the upper half-plane. In the first quarter-turn the starting exponential is the smaller one and creates none of the other. In the second it is the larger one; it can create the other, but keeps its own coefficient. The phase of $t$ falls from $\pi$ to $0$, so $t^p$ changes by $e^{-\pi V^2/\alpha}$. Squaring gives the probability of jumping the gap,

$$P_{\rm jump}=\exp\left(-\frac{2\pi V^2}{uF}\right).$$

A numerical sweep with $V=0.3$, $\alpha=1$ gives $0.574$, against $0.568$; the test allows a difference of $0.01$ for the finite sweep. At the three-photon crossing $V$ is replaced by $V^3/4\omega^2$.

## Weighing softening

The time-dependent two-state equation was solved for pulses of 76 fs, including ramps of 10 fs at each end. Loss means population no longer in bound $\sigma_g$ levels afterwards. The peak fields $0.002$, $0.012$ and $0.05$ correspond to $1.4\times10^{11}$, $5.1\times10^{12}$ and $8.8\times10^{13}$ W/cm².

| Level | Energy (hartree) | Loss, 0.002 | Loss, 0.012 | Loss, 0.05 |
|---|---:|---:|---:|---:|
| $v=2$ | −0.0756 | 0.0000 | 0.0001 | 0.811 |
| $v=3$ | −0.0668 | 0.0000 | 0.0004 | 0.930 |
| $v=5$ | −0.0508 | 0.0000 | 0.0005 | 0.882 |
| $v=7$ | −0.0371 | 0.0047 | 0.908 | 0.927 |

Take $v=7$ first. It lies $0.0093$ hartree below the one-photon crossing. At the weakest field the dressed top, $-0.0301$, is still above it. At $E_0=0.012$ the top has sunk below it, and most of the population leaves. Loss proportional to intensity would have grown 36-fold, to $0.17$, instead of $0.91$.

The level $v=5$ separates energy from barrier. One photon would leave it $-0.0508+0.06=0.0092$ hartree above the fragments, so its exit is open. It nevertheless stays at $E_0=0.012$, because it lies $0.0093$ below the top.

The level $v=3$ separates barrier from gap width. One photon is not enough for it, while two are. At $E_0=0.012$ it is already above the three-photon top, $-0.0703$, yet it stays. Here $V=0.0094$ and the effective coupling is $5.8\times10^{-5}$ hartree. With $u=\sqrt{2(0.00294)/900}=0.0026$ and $F=3a\omega=0.126$, the jump formula gives a chance of about $7\times10^{-5}$ per passage of following the lower curve. This is only an order of magnitude, because the nuclei turn round less than $0.1$ bohr beyond $R_3$ and their speed is not constant there. They almost always jump the gap and remain on $\sigma_g$.

At $E_0=0.05$ this gap is effective. The top falls to $-0.0847$, below even $v=2$, which started beneath the uncoupled crossing. The field also lowers this level, by roughly $0.007$ hartree, so it clears the top only narrowly. The threshold is not sharp either: $v=1$, which lies below the top, still loses about $0.1$. Since $V/\omega\simeq0.65$ at $R_3$, the perturbative gap is now a rough guide; the top comes from the ladder.

The lower curve leads from $V_g$ to $V_u-3\omega$. At $R_1$ that channel meets $V_g-2\omega$, a copy of the one-photon crossing shifted by $2\omega$. Inside $R_1$ the channel $V_u-3\omega$ is the upper of the two, and outside it is the lower. While the coupling is small, a packet that stays on its dressed curve therefore follows the upper branch of this crossing, $W_+-2\omega$, onto $V_g-2\omega$ and returns one photon to the field, which leaves a net count of two. At $E_0=0.05$ the coupling at $R_1$ is $V=0.059$ hartree, about equal to $\omega$. Several channels then mix, so the two-channel picture suggests the net count but does not give the energy along the way. Fragment parity and energy confirm the net count: for $v=3$, $0.915$ of the total loss of $0.930$ is in the two-photon part. For $v=7$ at this field the $u$ and $g$ fragments carry $0.43$ and $0.49$, so neither parity dominates. Here energy supports the photon count less well: the $g$ part is broad, its mean is about $0.059$ against $E_7+2\omega=0.083$ hartree, and about $0.02$ of it lies below $E_7+\omega$.

The mean fragment energies fall below the simple estimates: $0.0213$ against $E_7+\omega=0.0229$ hartree at $E_0=0.012$, and $0.0439$ against $E_3+2\omega=0.0532$ at $E_0=0.05$. A lowering of the initial level by the field is a plausible cause, but it was not isolated.

## Weighing trapping

The upper curve $W_+$ has a well near $R_1$, above the crossing energy $X_1$. Its lowest level at $E_0=0.012$ is $-0.0113$ hartree, below the fragment limit of $V_g$. To leave, a packet there must get onto a lower dressed curve.

For this level $u=\sqrt{2(0.02775-0.0113)/900}=0.0060$, $F=a\omega=0.042$ and $V=0.0141$. The exponent is $-4.9$ and $P_{\rm jump}=0.007$. This is a rough guide, not a loss rate: the derivation assumes a single passage at constant speed, whereas a packet near the bottom of a well moves slowly, turns round and crosses repeatedly, so that amplitudes from successive passages can interfere.

Packets were placed in this lowest level and followed for 76 fs at constant field. As a control, the same nuclear packet was given the orthogonal electronic combination, which belongs to the lower curve.

| $E_0$ | $P_{\rm jump}$ | Upper packet inside 10 bohr | Control |
|---|---:|---:|---:|
| 0.003 | 0.64 | 0.18 | 0.18 |
| 0.006 | 0.21 | 0.26 | 0.12 |
| 0.009 | 0.05 | 0.97 | 0.13 |
| 0.012 | 0.007 | 0.96 | 0.08 |

At the weakest field both packets have mostly left after 76 fs. With jumps this frequent a packet is not expected to keep its curve label, but this cause was not tested separately. At the two stronger fields the upper packet stays and its partner leaves. The electronic combination relative to the field therefore decides the outcome, not the nuclear position alone. The retained fraction does not rise between the last two fields, so the jump estimate does not account for the remaining few per cent.

These packets were prepared in the well. How many ions a real pulse loads into it depends on its rise time and on the initial vibration, which this calculation does not determine.

## Where the picture changes

If the axis makes an angle $\theta$ with the field, the coupling becomes $V\cos\theta$. The leading one-photon gap falls as $|\cos\theta|$ and the three-photon gap as $|\cos\theta|^3$; both close at right angles. Rotation during the pulse would mix these cases. Ionization would remove population from both curves, so the losses at the strongest field describe the two-state model, not a complete prediction for H$_2^+$. The tabulated values appear in the numerical output below, and most others follow from it and from the model parameters by arithmetic. The losses at $E_0=0.05$ move by up to $0.001$ when the grid and box are changed.

## Computed results

```
D=0.1 hartree, a=0.7 /bohr, R0=2.0 bohr, m=900 m_e
photon energy 0.06 hartree; cycle 2.533 fs
exposure 76.0 fs, each ramp 10.1 fs (pulses only)
one-photon crossing: R=4.710 bohr, E=-0.02775 hartree
three-photon crossing: R=3.141 bohr, E=-0.06975 hartree
Gap laws at V = 0.1 w (hartree): numerical, formula
 one-photon gap 0.011970, 0.012000
 two-photon gap 9.9e-10, 0 by parity
 three-photon gap 3.0056e-05, 3.0000e-05
 three-photon shift 9.0168e-04, 9.0000e-04
large-R splitting / bare: 0.4553, J0(1.6)=0.4554
sweep jump probability: 0.5738, formula 0.5681
gap at R1, E0=0.012 au: 0.02806; E0*R1/2 = 0.02826 hartree
one-photon barrier top, E0=0.002 au: -0.03008 hartree
one-photon barrier top, E0=0.012 au: -0.04155 hartree
three-photon barrier top, E0=0.012 au: -0.07031 hartree
three-photon barrier top, E0=0.05 au: -0.08469 hartree
level v=2: -0.07561 hartree
level v=3: -0.06681 hartree
level v=5: -0.05084 hartree
level v=7: -0.03705 hartree
pulse E0=0.002 au = 1.40e+11 W/cm^2; loss and net 1,2,3-photon parts
  v=2: 0.0000 | 0.0000 0.0000 0.0000
  v=3: 0.0000 | 0.0000 0.0000 0.0000
  v=5: 0.0000 | 0.0000 0.0000 0.0000
  v=7: 0.0047 | 0.0047 0.0000 0.0000
pulse E0=0.012 au = 5.05e+12 W/cm^2; loss and net 1,2,3-photon parts
  v=2: 0.0001 | 0.0000 0.0001 0.0000
  v=3: 0.0004 | 0.0000 0.0004 0.0001
  v=5: 0.0005 | 0.0003 0.0001 0.0000
  v=7: 0.9078 | 0.9078 0.0000 0.0000
pulse E0=0.05 au = 8.77e+13 W/cm^2; loss and net 1,2,3-photon parts
  v=2: 0.8112 | 0.0004 0.8062 0.0046
  v=3: 0.9303 | 0.0152 0.9149 0.0002
  v=5: 0.8819 | 0.2905 0.5909 0.0005
  v=7: 0.9265 | 0.4270 0.4944 0.0051
v=7, E0=0.012: mean fragment energy 0.0213, E_v+w=0.0229 hartree
v=3, E0=0.05: mean 2-photon energy 0.0439, E_v+2w=0.0532 hartree
largest change of loss at E0=0.05 on halving step: 2.2e-04
Trapping: E0 (au), W/cm^2, level (hartree), jump prob.,
  fraction inside 10 bohr: upper packet, orthogonal partner
  0.003 3.16e+11 -0.01994 0.6389 0.1753 0.1832
  0.006 1.26e+12 -0.01732 0.2121 0.2573 0.1232
  0.009 2.84e+12 -0.01437 0.0459 0.9675 0.1298
  0.012 5.05e+12 -0.01131 0.0071 0.9647 0.0825
```
